# Negative-ion confinement and the fall of electronegativity across a potential drop

## Question

A planar plasma contains electrons, singly charged negative ions and singly charged positive ions, with densities $n_e$, $n_n$ and $n_p$. The electronegativity is $\alpha=n_n/n_e$. At a reference point in the core $\alpha_0=10$. Going outward towards a wall, the potential $\phi$ falls by $V=\phi_0-\phi>0$. The electron temperature is $T_e=3$ eV and the negative-ion temperature is $T_n=0.05$ eV. Temperatures are energies throughout, and $e>0$ is the elementary charge.

For numerical estimates, take an oxygen plasma with O$^-$ and O$_2^+$ ions at 5 mTorr, with the gas at temperature $T_n$ and $n_{e0}=10^{10}$ cm$^{-3}$.

**(a)** Derive the density of a negatively charged species as a function of $V$, stating the conditions. Show that a collisionless Maxwellian population obeys the same law.

**(b)** Find the potential drop at which $\alpha=0.1$, and the percentage by which the electron density has then fallen.

**(c)** Eliminate the potential from the result. Discuss its limits and its sensitivity to the two temperatures.

**(d)** Suppose that all positive ions are cold and have fallen freely from rest at the reference point, with no volume loss. Can the plasma be quasineutral throughout the drop?

**(e)** Attachment creates negative ions in a region of width $s=0.2$ cm outside the drop. Estimate the effect on (b), using a rough attachment coefficient $K=3\times10^{-11}$ cm$^3$/s.

**(f)** Estimate the effect on (b) of fast electrons being lost to the wall.

## Model answers

### (a) The density law

A charge $-e$ has potential energy $-e\phi$. Relative to the reference point this energy is

$$U=-e\phi+e\phi_0=eV .$$

It rises outward, so the force $-dU/dx$ points inward and confines both negative species to the core. If inertia of the mean flow and friction are negligible, the electric force balances the pressure gradient:

$$0=-n\frac{dU}{dx}-\frac{d(nT)}{dx}.$$

For uniform $T$, division by $nT$ gives $d\ln n/dx=-(1/T)\,dU/dx$. Integrating from the reference point, where $U=0$ and $n=n_0$,

$$n=n_0e^{-U/T}. \tag{1}$$

The shape of $\phi(x)$ has dropped out.

Without collisions, let particles of mass $m$ leave the reference point with a Maxwellian distribution $f_0(v_0)$, climb the potential and return. Energy conservation gives $v^2=v_0^2-2U/m$, hence $v\,dv=v_0\,dv_0$. In steady state the flux of each velocity group is conserved, so its density at height $U$ is

$$dn=\frac{v_0f_0(v_0)\,dv_0}{v}=f_0(v_0)\,dv .$$

Since $v_0^2=v^2+2U/m$, the Maxwellian satisfies $f_0(v_0)=e^{-U/T}f_0(v)$. Integration over all $v$, with outgoing and returning particles both present, reproduces (1). Collisions are therefore not needed to maintain the law, provided that $U$ rises steadily outward, with no higher barrier on the way, and that the returning half of the distribution is filled.

### (b) The drop and the electron loss

Apply (1) to each species and divide:

$$\alpha=\alpha_0\frac{e^{-U/T_n}}{e^{-U/T_e}}
=\alpha_0\exp\left[-U\left(\frac1{T_n}-\frac1{T_e}\right)\right]. \tag{2}$$

Taking the logarithm and solving for $U$,

$$U=\frac{\ln(\alpha_0/\alpha)}{1/T_n-1/T_e}
=\frac{T_eT_n}{T_e-T_n}\ln\frac{\alpha_0}{\alpha}. \tag{3}$$

Here $\ln 100=4.6052$ and $1/T_n-1/T_e=20-0.3333=19.6667$ eV$^{-1}$. Thus

$$U=\frac{4.6052}{19.6667}\ \text{eV}=0.234\ \text{eV},\qquad V=0.234\ \text{V}.$$

The electron density ratio is

$$\frac{n_e}{n_{e0}}=e^{-0.234/3}=e^{-0.0781}=0.925,$$

a fall of 7.5 percent. The same drop is $4.68\,T_n$, so the negative-ion density is multiplied by $e^{-4.683}=0.00925$. It falls from $10^{11}$ to $9.2\times10^8$ cm$^{-3}$, while the electron density falls from $10^{10}$ to $9.2\times10^9$ cm$^{-3}$.

To two figures the drop is 0.23 V. If 0.23 V is inserted without further digits, (2) gives $\alpha=0.109$ and the electron loss is 7.4 percent.

As a numerical test, the force balance was integrated through a quadratic and a cosine potential profile until $\alpha$ reached 0.1. Both gave 0.23416 V, as listed in the numerical output.

### (c) The relation without the potential

Let $g=T_e/T_n$. Equation (2) can be written

$$\ln\frac{\alpha}{\alpha_0}=-\frac{U}{T_e}(g-1).$$

Since $\ln(n_e/n_{e0})=-U/T_e$,

$$\frac{n_e}{n_{e0}}=\left(\frac{\alpha}{\alpha_0}\right)^{1/(g-1)}. \tag{4}$$

With $g=60$ the ratio is $100^{-1/59}=0.925$. A hundredfold change of composition thus costs few electrons because the exponent is small.

For $g\gg1$, (3) tends to $U\simeq T_n\ln(\alpha_0/\alpha)$: the colder species sets the drop. As $g\to1$ from above, the required drop diverges, because species of equal temperature and charge are depleted in the same proportion.

With $T_e$ held at 3 eV, raising $T_n$ to 0.10 eV raises the drop to 0.476 V and the electron loss to 14.7 percent. With $T_n$ held at 0.05 eV, lowering $T_e$ to 2 eV leaves the drop almost unchanged at 0.236 V but raises the loss to 11.1 percent. The drop measures mainly $T_n$; the loss depends on the temperature ratio.

### (d) Positive ions and quasineutrality

Nothing in (a) to (c) required charge neutrality. Where neutrality does hold, $n_p=n_e+n_n=n_e(1+\alpha)$, and between the two end points

$$\frac{n_p}{n_{p0}}=0.925\times\frac{1+0.1}{1+10}=0.0925 .$$

Ions of mass $M_p$ that have fallen from rest have speed $\sqrt{2U/M_p}$. In a quasineutral plasma their flux would be

$$\Gamma=(n_e+n_n)\sqrt{2U/M_p}.$$

Using $dn_e/dU=-n_e/T_e$ and $dn_n/dU=-n_n/T_n$,

$$\frac{d\ln\Gamma}{dU}=\frac1{2U}-\frac{n_e/T_e+n_n/T_n}{n_e+n_n}.$$

Setting this to zero and dividing numerator and denominator by $n_e$ gives

$$U=\frac12\,\frac{1+\alpha}{1/T_e+\alpha/T_n}, \tag{5}$$

where $\alpha$ itself depends on $U$ through (2). Within the drop, (5) has two solutions. The flux has a maximum at 0.029 V, where $\alpha=5.6$, and a minimum at 0.2335 V, just before the end. Direct numerical optimization of $\Gamma$ finds the same two points. The minimum is 0.44 of the maximum.

In a steady planar flow without volume loss, the outward flux cannot decrease. The plasma therefore cannot be quasineutral throughout the interval between these points: part of the drop must carry space charge. Since here all positive ions start at the reference point and none are created on the way, the flux must in fact be constant, so quasineutrality is excluded on the rising part of $\Gamma$ as well. The ratios in (b) survive under the conditions of (a), since (1) does not depend on how the potential falls; without collisions no barrier higher than the point considered may lie on the way to it.

This conclusion belongs to the single-speed model. Ions created on the way, or slowed by collisions, have less energy than $U$ and need separate treatment. So does a thermal spread of the positive ions: at the gas temperature of 0.05 eV the mean thermal energy along the flow is 0.025 eV, comparable with the 0.029 eV gained at the flux maximum. For a rough ion-neutral cross section of $5\times10^{-15}$ cm$^2$, the mean free path is 2.4 cm; for ions as slow as these, polarization scattering shortens it to roughly 0.7 to 2 cm. The electron Debye length, $[T_e/(4\pi e^2n_{e0})]^{1/2}$ in Gaussian units, is 0.013 cm. Free fall is thus a reasonable approximation across a layer some Debye lengths thick, but not across a drop spread over several centimetres.

### (e) Attachment outside the drop

Negative ions made outside must return to the core, because the wall sheath repels them. Treat the drop as thin and collisionless, neglect reactions that destroy negative ions outside it, and take the outer ions as Maxwellian at $T_n$.

For O$^-$ ions of mass $M$, the one-way thermal flux per unit density is

$$c=\int_0^\infty v\sqrt{\frac{M}{2\pi T_n}}\,e^{-Mv^2/2T_n}\,dv
=\sqrt{\frac{T_n}{2\pi M}}=2.19\times10^4\ \text{cm/s}.$$

Core ions cross the barrier if $v>\sqrt{2U/M}$. Moving the lower limit of the integral to this speed multiplies the flux by $e^{-U/T_n}$. The outward flux is therefore $c\,n_{n0}e^{-U/T_n}=c\,\alpha_Bn_e$, where $n_e$ is the outer electron density and $\alpha_B$ is the value given by (2).

The inward flux must carry these ions back together with those produced outside, at the rate $Kn_gn_es$ per unit area:

$$c\,\alpha_{\rm out}n_e=c\,\alpha_Bn_e+Kn_gn_es
\quad\Longrightarrow\quad
\alpha_{\rm out}=\alpha_B+\frac{Kn_gs}{c}. \tag{6}$$

The gas density is $n_g=8.32\times10^{13}$ cm$^{-3}$, so $Kn_g=2.50\times10^3$ s$^{-1}$ and

$$\frac{Kn_gs}{c}=\frac{2.50\times10^3\times0.2}{2.19\times10^4}=0.023 .$$

Equation (6) amounts to giving each new ion a residence time $s/c$, and $\alpha_{\rm out}$ is an average over the region. It is not the value at the edge of the drop, where the outgoing half of the distribution carries only $\alpha_B$. The residence time also depends weakly on the collision rate, so the added term is an estimate. At the original drop $\alpha_{\rm out}$ is about 0.12 instead of 0.1, an excess of roughly 23 percent relative to 0.1. To restore 0.1, $\alpha_B$ must be reduced to 0.077. This requires 0.247 V, with an electron loss of 7.9 percent.

The added term grows with $s$ and reaches 0.1 at $s\simeq0.9$ cm. Beyond that width, in this model, no potential drop can bring $\alpha_{\rm out}$ down to 0.1. Thermal birth is not realistic for oxygen: dissociative attachment releases O$^-$ with roughly 1 to 2 eV, and these ions cannot thermalize in a region much thinner than their mean free path. They leave sooner and add only about a fifth of (6), near 0.005, so that the required drop is about 0.237 V.

The estimate presumes a region of weak field between the drop and the wall sheath. The free-fall model of (d) does not supply one if the plasma is neutral at the flux maximum. The ion flux is then 1.5 times the largest value that $(n_e+n_n)\sqrt{2U/M_p}$ reaches farther out, at $U\simeq T_e/2$, so positive space charge continues to the wall. A neutral outer region therefore requires other conditions. The field in it must also be very weak: if the potential falls by $T_n/e$ or more across the region, the new negative ions return sooner and add clearly less than (6) gives. In a presheath, where the fall is a sizeable fraction of $T_e/e$, (6) is thus an overestimate.

### (f) Electrons lost to the wall

Let the wall lie at an energy $hT_e$ above the outer point. Electrons with enough energy to reach it do not return. Estimate $h$ by equating their flux to a positive-ion flux $n_e\sqrt{T_e/M_p}$, with $m_e$ the electron mass:

$$n_e\sqrt{\frac{T_e}{2\pi m_e}}\,e^{-h}=n_e\sqrt{\frac{T_e}{M_p}}
\quad\Longrightarrow\quad h=\frac12\ln\frac{M_p}{2\pi m_e}=4.57 .$$

The returning half of the Maxwellian is cut at speed $\sqrt{2hT_e/m_e}$, which leaves a fraction $\frac12(1+\operatorname{erf}\sqrt h)$ of the full density. At the reference point the wall is higher by $U$, so $h_0=h+U/T_e$. Hence

$$\frac{n_e}{n_{e0}}=e^{-U/T_e}\,\frac{1+\operatorname{erf}\sqrt h}{1+\operatorname{erf}\sqrt{h_0}} .$$

At the original drop this increases the electron loss by about 0.01 percentage point, which is negligible beside the temperature and attachment effects.

### The model beside a real oxygen plasma

The values $\alpha_0=10$ and $n_{e0}=10^{10}$ cm$^{-3}$ were chosen independently and need not be consistent with the reaction balance in the core. If attachment in the core were balanced locally by ion-ion recombination with coefficient $k_r$, then $Kn_g=k_rn_{e0}\alpha_0(1+\alpha_0)$, so $k_rn_{e0}=2500/110\simeq23$ s$^{-1}$. For a rough $k_r$ of $10^{-8}$ to $10^{-7}$ cm$^3$/s, the electron density would be about $2\times10^8$ to $2\times10^9$ cm$^{-3}$. Detachment by oxygen atoms and metastable molecules, often a major loss of O$^-$ in real low-pressure oxygen plasmas, is left out of this balance; it would lower these densities further. This changes the absolute densities and the Debye length, but not the ratios in (b). The correction (6) is also unchanged as long as the drop remains thin compared with the outer region, which becomes doubtful at the lowest of these densities. A real device need not have a uniform negative-ion temperature equal to that of the gas. With the outer width kept at 0.2 cm, doubling $T_n$ has the largest effect among the changes evaluated here: it roughly doubles both the drop and the electron loss.

## Numbers as computed

```
Electron temperature: 3.00 eV
Negative-ion temperature: 0.050 eV
Temperature ratio: 60.0
Electronegativity, start and end: 10.0, 0.1
ln(a0/a1): 4.6052
1/Tn - 1/Te: 19.6667 1/eV
Potential drop from formula: 0.23416 V
Drop from force balance, profile 1: 0.23416 V
Drop from force balance, profile 2: 0.23416 V
Drop/Te and drop/Tn: 0.07805, 4.6832
Electron density ratio: 0.92491
Electron density ratio, kinetic quadrature: 0.92491
Electron density fall: 7.51 percent
Negative-ion density ratio: 0.00925
Negative-ion ratio, kinetic quadrature: 0.00925
At exactly 0.23 V: electronegativity 0.1085
At exactly 0.23 V: electron fall 7.38 percent
Profile: V (V), n_e (cm^-3), n_neg (cm^-3), electronegativity
  0.0000  1.000e+10  1.000e+11  10.0000
  0.0500  9.835e+09  3.679e+10  3.7406
  0.1000  9.672e+09  1.353e+10  1.3992
  0.1500  9.512e+09  4.979e+09  0.5234
  0.2000  9.355e+09  1.832e+09  0.1958
  0.2342  9.249e+09  9.249e+08  0.1000
Quasineutral positive-ion ratio: 0.0925
Free-fall flux maximum at: 0.0294 V
Electronegativity at flux maximum: 5.613
Free-fall flux minimum at: 0.2335 V
Flux minimum / flux maximum: 0.439
Te=3.0 eV, Tn=0.03 eV: drop 0.1396 V, n_e fall 4.55 percent
Te=3.0 eV, Tn=0.10 eV: drop 0.4764 V, n_e fall 14.68 percent
Te=2.0 eV, Tn=0.05 eV: drop 0.2362 V, n_e fall 11.14 percent
Te=5.0 eV, Tn=0.05 eV: drop 0.2326 V, n_e fall 4.55 percent
Gas pressure: 5.0 mTorr
Gas temperature: 580 K
Gas density: 8.321e+13 cm^-3
Ion-neutral cross section (rough): 5.0e-15 cm^2
Ion mean free path: 2.40 cm
Electron Debye length at start: 0.0129 cm
Attachment coefficient (rough): 3.0e-11 cm^3/s
Attachment rate per electron: 2.496e+03 1/s
Outer region width: 0.20 cm
One-way thermal flux per density, O-: 2.191e+04 cm/s
Electronegativity added by attachment: 0.0228
Outer electronegativity at original drop: 0.1228
Drop needed with attachment: 0.2473 V
Electron fall with attachment: 7.91 percent
Wall drop / Te: 4.568
Electron fall with wall loss: 7.518 percent
Change of fall by wall loss: 0.0095 percentage points
```
